# Why the built-in field at most doubles ionized-donor diffusion

A semiconductor layer is held at 1273 K with a donor concentration of $5\times10^{19}\ \mathrm{cm^{-3}}$ at its surface. After 30 minutes, random hopping down the concentration gradient carries $2.06\times10^{10}$ donors per $\mathrm{cm^2}$ and second inward through the surface. An electric field that nobody applied carries another $1.91\times10^{10}$, or 93 % as many. Why is the second flux so close to the first, and could it be larger?

## Setting and result

Donors of charge $+q$ and concentration $C(x)$ diffuse along $x$, the depth below the surface. Primes denote $d/dx$, $J$ is a particle flux along $+x$, and $n$, $p$ are the electron and hole densities. The assumptions are:

- every donor is ionized, and there is no other dopant;
- carriers are nondegenerate and in mutual equilibrium, so $np=n_i^2$, with $n_i$ taken at the anneal temperature;
- donors and carriers interact only through the average electric field, and otherwise behave as ideal gases;
- the solid is locally neutral, $n-p=C$;
- the intrinsic diffusivity $D$, which describes donors too dilute to disturb the carriers, also fixes the ion mobility at higher doping.

Then

$$J=-D\,h\,C',\qquad h=1+\frac{C}{\sqrt{C^2+4n_i^2}},\qquad 1\le h<2 .$$

The effective diffusivity is $Dh$. The factor 2 is a limit approached for $C\gg n_i$ and not reached at any finite $C$.

## First derivation: ions pushed by a field

**The ion flux.** Let donors hop between planes a distance $a$ apart, at a rate $\nu$ in each direction when there is no field. A plane holds $aC$ donors per unit area. A field $E$ lowers the midway barrier by $qEa/2$ for a forward hop and raises it equally for a backward hop. With $u=qEa/kT$ and $D=\nu a^2$,

$$J=\frac{D}{a}\left[C(x)e^{u/2}-C(x+a)e^{-u/2}\right].$$

For small $u$, $e^{\pm u/2}\approx1\pm u/2$, so

$$J\approx\frac Da\left[C(x)-C(x+a)\right]+\frac{Du}{2a}\left[C(x)+C(x+a)\right].$$

If $C$ varies little over one hop, the first bracket is $-aC'$ and the second is $2C$. Hence

$$J=-DC'+DC\,e,\qquad e\equiv\frac{qE}{kT}. \tag{1}$$

In the example the largest $u$ is 0.007 for a hop of 0.25 nm, so the linear form is ample.

**The field.** Electrons and holes obey similar laws, with diffusivities $D_n$, $D_p$ and the appropriate signs of charge:

$$J_n=-D_n(n'+ne),\qquad J_p=-D_p(p'-pe).$$

No net current flows through the layer, so $J+J_p-J_n=0$. Differentiating $np=n_i^2$ gives $p'=-pn'/n$. Substituting and collecting the terms in $e$,

$$e\,(DC+D_pp+D_nn)=DC'-\frac{n'}{n}(D_pp+D_nn).$$

Carriers move far faster than ions. Dropping the terms in $D$ leaves

$$e=-\frac{n'}{n}. \tag{2}$$

To this order $J_n$ and $J_p$ vanish separately, as carrier equilibrium requires; the small carrier flow that balances the ion current belongs to the dropped terms. For a carrier diffusivity of $1\ \mathrm{cm^2/s}$ and the example's $D=2\times10^{-15}\ \mathrm{cm^2/s}$, the relative error of (2) at the surface is $4\times10^{-15}$.

Where the doping falls with depth, $n'<0$ and $E>0$: the field points inward and pushes the positive donors the way they already diffuse. Its origin is the tendency of the electrons to spread ahead of the ions. Inserting (2) in (1),

$$J=-D\left(C'+C\,\frac{n'}{n}\right). \tag{3}$$

**Neutrality.** From $n-p=C$ and $np=n_i^2$,

$$(n+p)^2=(n-p)^2+4np=C^2+4n_i^2 .$$

The positive root is $n+p=\sqrt{C^2+4n_i^2}$. Adding $n-p=C$ and halving gives $n=\tfrac12\left(C+\sqrt{C^2+4n_i^2}\right)$. For the slope, use $dp=-(p/n)\,dn$ in $dn-dp=dC$:

$$\left(1+\frac pn\right)dn=dC\quad\Rightarrow\quad\frac{dn}{n}=\frac{dC}{n+p}. \tag{4}$$

Therefore $n'/n=C'/(n+p)$, and (3) becomes $J=-DC'\left[1+C/(n+p)\right]$, which is the stated result.

**The bound and its two limits.** Since $C=n-p\le n+p$, with equality impossible while $p>0$, the added term is below 1. It grows steadily with doping, because

$$\frac{dh}{dC}=\frac{4n_i^2}{(C^2+4n_i^2)^{3/2}}>0 .$$

For $C\ll n_i$ the square root tends to $2n_i$ and $h\approx1+C/2n_i$: the thermal carriers screen the donors, and little field is needed. For $C\gg n_i$, expanding $(1+4n_i^2/C^2)^{-1/2}$ gives $h\approx2-2n_i^2/C^2$. At $C=10n_i$ this predicts 1.980, and numerical differentiation of the neutrality condition gives 1.9806.

**The opening numbers.** Take $n_i=1\times10^{19}\ \mathrm{cm^{-3}}$, so $C/n_i=5$ at the surface and

$$h=1+\frac{5}{\sqrt{29}}=1+\frac{5}{5.385}=1.93 .$$

The surface gradient has magnitude $1.029\times10^{25}\ \mathrm{cm^{-4}}$. Multiplying by $D$ gives the diffusion flux, $2.06\times10^{10}\ \mathrm{cm^{-2}s^{-1}}$. With $kT/q=0.1097$ V, (2) and (4) give

$$E=0.1097\ \mathrm V\times\frac{1.029\times10^{25}\ \mathrm{cm^{-4}}}{5.385\times10^{19}\ \mathrm{cm^{-3}}}=2.1\times10^{4}\ \mathrm{V/cm}=0.021\ \mathrm{MV/cm}.$$

The drift flux is $h-1=0.93$ times the diffusion flux. It falls short of equality because some holes remain: $p=1.9\times10^{18}$ against $n=5.19\times10^{19}\ \mathrm{cm^{-3}}$.

## Second derivation: the pressure of a neutral mixture

The same result follows without computing a field. Treat donors, electrons and holes as one neutral mixture and ask how its free energy depends on $C$.

**Free energy.** For dilute ions and nondegenerate carriers, the free energy per volume is

$$f=kT\left[C\ln\frac{C}{C_0}-C+n\ln\frac n{n_i}-n+p\ln\frac p{n_i}-p\right],$$

up to terms linear in $C$, where $C_0$ is a constant. The band energies have been absorbed in $n_i$; what remains of them is $(n-p)$ times the intrinsic level, which is linear in $C$ by neutrality. An electrostatic potential $\psi$ would add $q\psi(C+p-n)=0$. This is why the field drops out.

At given $C$, the carriers minimize $f$ subject to $n-p=C$. With a multiplier $kT\Lambda$ for the constraint, the conditions are

$$\ln\frac n{n_i}=\Lambda,\qquad \ln\frac p{n_i}=-\Lambda .$$

Their sum is $np=n_i^2$, which here is a result of the minimization. When $C$ changes, the carrier part changes by $kT(\Lambda\,dn-\Lambda\,dp)=kT\Lambda\,dC$. The chemical potential of a donor together with its compensating charge is therefore

$$\mu=\frac{df}{dC}=kT\ln\frac C{C_0}+kT\ln\frac n{n_i}. \tag{5}$$

**Flux.** Moving a donor and its compensating charge a distance $dx$ changes the free energy by $\mu'dx$, so the force on the pair is $-\mu'$. The slow ion supplies essentially all the friction. If its drift velocity per unit force is $b$, then $J=-bC\mu'$. In the intrinsic limit $n\to n_i$, (5) gives $C\mu'=kT\,C'$, and $J=-DC'$ requires $b=D/kT$. Keeping this mobility at higher doping,

$$J=-\frac{D}{kT}\,C\mu' . \tag{6}$$

**Pressure.** Define $\Pi=C\mu-f$. Then $d\Pi=C\,d\mu+\mu\,dC-df=C\,d\mu$, so (6) reads $J=-(D/kT)\,\Pi'$. To evaluate $\Pi$, use $\ln(p/n_i)=-\ln(n/n_i)$ and $n-p=C$. The carrier logarithms in $f$ combine to $C\ln(n/n_i)$ and cancel those in $C\mu$, as do the terms in $\ln(C/C_0)$. What remains is

$$\Pi=kT\,(C+n+p),$$

the ideal-gas pressure of all mobile particles. Hence

$$h=\frac1{kT}\frac{d\Pi}{dC}=1+\frac{d(n+p)}{dC}=1+\frac{d}{dC}\sqrt{C^2+4n_i^2}=1+\frac{C}{\sqrt{C^2+4n_i^2}} .$$

The bound is now a matter of counting. An added donor contributes one ion and releases one electron. Part of that electron's contribution is lost by recombination with holes, so the number of carriers rises by less than one. In strongly doped material hardly any holes are left to recombine with, and each donor adds nearly two particles to the pressure.

## What the enhancement does to a profile

Hold the surface concentration at $C_s=5\times10^{19}\ \mathrm{cm^{-3}}$ over initially undoped material. Conservation gives $\partial C/\partial t=\partial(Dh\,\partial C/\partial x)/\partial x$. Put $c=C/n_i$ and $z=x/(2\sqrt{Dt})$. At fixed $x$, $\partial z/\partial t=-z/2t$, while each $x$ derivative brings a factor $1/(2\sqrt{Dt})$. Thus

$$-\frac{z}{2t}\frac{dc}{dz}=\frac{1}{4t}\frac{d}{dz}\left(h\frac{dc}{dz}\right)\quad\Rightarrow\quad\frac{d}{dz}\left(h\frac{dc}{dz}\right)=-2z\frac{dc}{dz}. \tag{7}$$

For $h=1$ the solution is $c=c_s\,\mathrm{erfc}\,z$. With $2\sqrt{Dt}=38$ nm, the numerical solutions with and without the field compare as follows, at the same surface concentration and time:

- the depth at which $C=1\times10^{18}\ \mathrm{cm^{-3}}$ is 74 nm instead of 62 nm, a ratio of 1.19;
- the dose is $1.43\times10^{14}$ instead of $1.07\times10^{14}\ \mathrm{cm^{-2}}$, a ratio of 1.33.

If $h$ were 2 everywhere, all lengths would grow by $\sqrt2=1.41$. Both ratios lie below this. To see how the added donors are distributed, multiply (7) by $z$ and integrate from 0 to $\infty$. By parts, with vanishing boundary terms, the left side is $-\int h\,(dc/dz)\,dz=\int_0^{c_s}h\,dc$, and the right side is $4\int zc\,dz$. So

$$4\int_0^\infty zc\,dz=\int_0^{c_s}h\,dc=c_s+\sqrt{c_s^2+4}-2=8.385 ,$$

against $c_s=5$ without the field. The first moment rises by 1.68. Dividing by the dose ratio, the mean donor depth rises by $1.68/1.33=1.26$, less than the dose does. The field fills the profile more than it stretches it.

The field is also stronger inside the layer than at its surface: it peaks at 0.031 MV/cm. Equation (7) shows why it must first rise. At $z=0$ its right side vanishes, so $h\,d^2c/dz^2=-(dh/dc)(dc/dz)^2<0$, and the profile steepens inward. Meanwhile $n+p$, by which the gradient is divided, decreases.

## What each derivation assumes

Both derivations use full ionization, Boltzmann carriers, neutrality, carriers much faster than ions, and an ion mobility independent of doping. They differ in where these enter.

**Neutrality** enters the first derivation last, after (3), so it can be relaxed. The second builds it into $f$ and cannot describe its failure. With $\phi=q\psi/kT$, $n=n_ie^{\phi}$ and $p=n_ie^{-\phi}$, Poisson's equation $\varepsilon\psi''=-q(C+p-n)$ becomes

$$\lambda^2\phi''=\sinh\phi-\frac{C}{2n_i},\qquad\lambda^2=\frac{\varepsilon kT}{2q^2n_i}.$$

Let $\phi_0$ be the neutral solution, $\sinh\phi_0=C/2n_i$. Writing $\phi=\phi_0+\delta$ and keeping the leading order gives $\delta=\lambda^2\phi_0''/\cosh\phi_0$. For a profile of length $L$ this is of order $(\lambda/L)^2$, and so is the resulting error $C\delta'/C'$ in $h$. Here $\lambda=1.9$ nm. Hopping fluxes were computed in the Poisson potential of $C=C_s/(1+e^{x/L})$, between 2 % and 98 % of $C_s$. They differ from the formula for $h$ by at most 0.0030 for $L=20$ nm and 0.0007 for $L=40$ nm, a ratio of 4.0, as the law requires. A time march of hopping ions in the Poisson field, which does not use $h$, gives the same 74 nm and $1.43\times10^{14}\ \mathrm{cm^{-2}}$.

**Carrier statistics** are easier to change in the second derivation. For degenerate electrons, $\ln(n/n_i)$ in (5) is replaced, up to a constant, by $\eta$, the Fermi energy measured from the band edge in units of $kT$. Then (6) gives $h=1+C\,d\eta/dC$. Exclusion makes the electron gas stiffer, and the bound of 2 is lost. With a density of states of $2.5\times10^{20}\ \mathrm{cm^{-3}}$, $h$ at the surface rises from 1.93 to 2.00, and at $C=2\times10^{20}\ \mathrm{cm^{-3}}$ it is 2.27.

**Absence of other dopants** matters to both. A uniform density $N_A$ of immobile acceptors changes neutrality to $n-p=C-N_A$. Equation (4) survives, so

$$h=1+\frac{C}{\sqrt{(C-N_A)^2+4n_i^2}} .$$

Setting the derivative of $C^2/[(C-N_A)^2+4n_i^2]$ to zero gives $(C-N_A)^2+4n_i^2=C(C-N_A)$, hence $C-N_A=4n_i^2/N_A$. There the squared ratio is $C/(C-N_A)=1+(N_A/2n_i)^2$, and

$$h_{\max}=1+\sqrt{1+(N_A/2n_i)^2}>2 .$$

For $N_A=5\times10^{19}\ \mathrm{cm^{-3}}$ this is 3.69, at $C=5.8\times10^{19}\ \mathrm{cm^{-3}}$. Compensation removes carriers and with them the screening, while the donors that feel the field remain. A light background of $1\times10^{18}\ \mathrm{cm^{-3}}$ moves the surface value only to 1.94.

**Real silicon.** The parameters are rough typical values for a donor such as arsenic in silicon near 1000 °C. Constant $D$ is a poor assumption there, since donors in silicon diffuse partly with charged point defects whose number rises with $n$. If half the intrinsic diffusivity is proportional to $n/n_i$, an illustrative choice, $D$ at the surface is multiplied by $(1+5.19)/2=3.1$ and $D_{\mathrm{eff}}/D$ becomes 6.0. The field's own factor is still 1.93. Incomplete ionization acts the other way. An isolated level 0.05 eV deep would leave 68 % of the surface donors ionized and give $D_{\mathrm{eff}}/D=1.46$, if neutral donors are as mobile as ions; at this doping donor states overlap, so the isolated-level estimate is doubtful. Surface charge is left out; it would disturb a layer a few times as deep as the surface screening length, $\lambda/\sqrt{\cosh\phi_0}=1.15$ nm for electrons and holes (1.17 nm for electrons alone, 0.83 nm if the donors respond as well). Coulomb interactions beyond the average field are also left out, and they are not weak here: two charges interact with energy $kT$ at a distance of 1.1 nm, about the screening length itself. The Debye–Hückel law for point charges would lower $h$ at the surface by about 0.65, and by less if the charges are kept a finite distance apart, but it is not reliable at this density. The value 1.93 is therefore that of the ideal model, not a prediction for real silicon. Clustering and excess point defects from implantation are omitted as well. The remaining figures are in the numerical output below.

## Computed results

```
Temperature: 1273 K; kT = 0.1097 eV
Intrinsic carrier density ni: 1.0e+19 cm^-3
Intrinsic donor diffusivity D: 2.0e-15 cm^2/s
Surface donor concentration: 5.0e+19 cm^-3
Anneal time: 1800 s; 2 sqrt(Dt) = 37.95 nm
h at C/ni = 0.1: 1.0499
h at C/ni = 1: 1.4472
h at C/ni = 2: 1.7071
h at C/ni = 5: 1.9285
h at C/ni = 10: 1.9806
h at C/ni = 100: 1.9998
Surface electron density: 5.193e+19 cm^-3
Surface hole density: 1.926e+18 cm^-3
Surface effective diffusivity: 3.857e-15 cm^2/s
Surface donor gradient, magnitude: 1.029e+25 cm^-4
Surface built-in field: 0.0210 MV/cm
Largest built-in field in profile: 0.0309 MV/cm
Surface diffusion flux: 2.058e+10 cm^-2 s^-1
Surface drift flux: 1.911e+10 cm^-2 s^-1
Concentration defining the depth: 1.0e+18 cm^-3
Depth without field: 62.42 nm
Depth with field, neutral theory: 74.07 nm
Depth with field, Poisson time march: 74.13 nm
Dose without field: 1.070e+14 cm^-2
Dose with field, neutral theory: 1.429e+14 cm^-2
Dose with field, Poisson time march: 1.430e+14 cm^-2
Depth ratio, field/no field: 1.1866
Dose ratio, field/no field: 1.3346
Relative permittivity: 11.7; intrinsic Debye length: 1.883 nm
Surface electron screening length: 1.169 nm
Largest error in h, profile length 20 nm: 0.00295
Largest error in h, profile length 40 nm: 0.00074
Ratio of these errors: 4.007
Conduction-band density of states: 2.5e+20 cm^-3
h at surface, Fermi-Dirac electrons: 1.9985
h at C = 2.0e+20 cm^-3, Fermi-Dirac: 2.2718
Isolated donor level depth: 0.05 eV
Ionized fraction, isolated level: 0.683
D_eff/D, isolated level: 1.4623
Weight beta in D(1+beta n/ni)/(1+beta): 1.0
D_eff/D at surface with this D(n): 5.971
h at surface, acceptors 1.0e+18 cm^-3: 1.9447
Maximum h, acceptors 5.0e+19 cm^-3: 3.6926
Donor concentration at that maximum: 5.80e+19 cm^-3
Carrier diffusivity: 1 cm^2/s; relative field error: 3.9e-15
Hop length: 0.25 nm; largest qE*hop/kT: 0.00704
```
